# How large a gap does an ambipolar two-dimensional channel need?

**Question.** A transistor has a two-dimensional semiconductor as its channel, and its contacts pass electrons and holes equally well. Its smallest current is set by thermal activation over half the gap. How large must the gap be for an on-off ratio of $10^4$ at room temperature, and how does the answer change with the ratio, the temperature and the operating conditions?

**Answer.** The gate shifts the bands of the channel relative to the Fermi level. Raising the conduction band suppresses the electron current, but it also raises the valence band and so admits holes. The best compromise lies near midgap, where each carrier type faces a barrier of about $E_g/2$. If the on-current is comparable with the prefactor of this activated current, the ratio is

$$R\simeq e^{E_g/2k_BT},\qquad\text{so}\qquad E_g\simeq 2k_BT\ln R .$$

At 300 K, $k_BT=0.02585$ eV, and $\ln 10^4=9.2103$. Hence

$$E_g\simeq 2(0.02585\ \text{eV})(9.2103)=0.476\ \text{eV},$$

or about 0.48 eV (0.0175 hartree). Each further decade in $R$ costs $2k_BT\ln 10=0.119$ eV. The estimate rests on the size of the prefactor, on a small drain bias and on good contacts, so each of these needs to be examined.

### The current at small bias

Take a channel of width $W$ with a uniform potential, and measure energies from midgap. A transverse mode has wavenumber $k$. With parabolic bands, one valley and two spin states, its band edges are

$$E_c(k)=\frac{E_g}{2}+\frac{\hbar^2k^2}{2m_n},\qquad E_v(k)=-\frac{E_g}{2}-\frac{\hbar^2k^2}{2m_p}.$$

Here $m_n$ and $m_p$ are the electron and hole masses across the current. Assume ballistic transport: the transmission is one inside a band and zero in the gap. The magnitude of the Landauer current is then

$$I=\frac{2e}{h}\sum_k\int_{\text{bands}}(f_S-f_D)\,dE,$$

where $f_S$ and $f_D$ are the Fermi functions of source and drain, with $\mu_S-\mu_D=eV$ and $e>0$. For $eV\ll k_BT$ we may write $f_S-f_D\simeq eV(-\partial f/\partial E)$. The energy integrals become differences of $f$ at their limits:

$$G=\frac{I}{V}=\frac{2e^2}{h}\sum_k\left\{f[E_c(k)]+1-f[E_v(k)]\right\}.$$

The first term belongs to electrons, the rest to holes. For a wide channel, $\sum_k\to(W/2\pi)\int dk$. In the electron term set $k=\sqrt{2m_nk_BT}\,t/\hbar$ and $\eta=(\mu-E_g/2)/k_BT$, which gives

$$G_n=\frac{2e^2}{h}\,\frac{W\sqrt{2m_nk_BT}}{2\pi\hbar}\int_{-\infty}^{\infty}\frac{dt}{1+e^{t^2-\eta}}.$$

Define the normalised Fermi integral and the thermal wavelength by

$$F_{-1/2}(\eta)=\frac{1}{\sqrt\pi}\int_{-\infty}^{\infty}\frac{dt}{1+e^{t^2-\eta}},\qquad \lambda_n=\frac{h}{\sqrt{2\pi m_nk_BT}}.$$

Since $2\pi\hbar=h$, the factor in front of the integral, multiplied by $\sqrt\pi$, is $W\sqrt{2\pi m_nk_BT}/h=W/\lambda_n$. Therefore

$$G_n=\frac{2e^2}{h}\frac{W}{\lambda_n}F_{-1/2}(\eta).$$

The number $W/\lambda_n$ counts the thermally accessible modes. The hole conductance has the same form, with $\lambda_p$ containing $m_p$ and with $\eta$ replaced by $(-E_g/2-\mu)/k_BT$.

### Why half the gap appears

When the Fermi level is many $k_BT$ away from both edges, $1/(1+e^{t^2-\eta})\simeq e^{\eta-t^2}$. Because $\int e^{-t^2}dt=\sqrt\pi$, this gives $F_{-1/2}(\eta)\simeq e^\eta$, and

$$G=\frac{2e^2}{h}W e^{-E_g/2k_BT}\left(\frac{e^{\mu/k_BT}}{\lambda_n}+\frac{e^{-\mu/k_BT}}{\lambda_p}\right).$$

The product of the two terms in the bracket does not depend on $\mu$. Two positive numbers with a fixed product have their least sum when they are equal, and that sum is twice the square root of the product. So

$$G_{\min}=\frac{4e^2}{h}\frac{W}{\sqrt{\lambda_n\lambda_p}}\,e^{-E_g/2k_BT}.$$

Equality of the terms requires $e^{2\mu/k_BT}=\lambda_n/\lambda_p=\sqrt{m_p/m_n}$, hence

$$\mu_{\min}=\frac{k_BT}{4}\ln\frac{m_p}{m_n}.$$

Unequal masses move the minimum slightly away from midgap, but they leave the activation energy at $E_g/2$. The prefactor varies with temperature only as $\sqrt T$, through the wavelengths.

If the contacts blocked holes, the second term would be absent. The electron term would keep falling as the gate lowered $\mu$, there would be no ambipolar minimum, and this estimate would not apply. Some other leakage path would then set the off-current.

### The prefactor

In the on state let the Fermi level lie at $\eta_{\rm on}k_BT$ above the conduction edge (below it if negative). The hole current is then negligible. Dividing $G_n$ by $G_{\min}$ gives

$$R=\frac{F_{-1/2}(\eta_{\rm on})/\lambda_n}{2/\sqrt{\lambda_n\lambda_p}}\,e^{E_g/2k_BT}=C\,e^{E_g/2k_BT}.$$

Since $\sqrt{\lambda_p/\lambda_n}=(m_n/m_p)^{1/4}$,

$$C=\frac12\left(\frac{m_n}{m_p}\right)^{1/4}F_{-1/2}(\eta_{\rm on}),\qquad E_g=2k_BT\ln\frac{R}{C}.$$

The simple estimate is the case $C=1$. The prefactor enters through a logarithm, so a factor of two in $C$ moves the gap by $2k_BT\ln2=0.036$ eV. A scattering factor that is the same in both states cancels from $R$.

Driving the channel harder brings little relief. For $\eta_{\rm on}\gg1$ the occupation is nearly a step that ends at $|t|=\sqrt{\eta_{\rm on}}$, so $F_{-1/2}\simeq2\sqrt{\eta_{\rm on}/\pi}$. The prefactor grows as a square root, and the required gap falls only as $k_BT\ln\eta_{\rm on}$.

### A worked channel

Consider parameters in the regime of few-layer black phosphorus, with current along its light-mass direction. Rough typical masses are 0.15 along the current, and across it 1.20 for electrons and 0.90 for holes, in units of the electron mass. Take $W=1$ µm and an on-state Fermi level 0.05 eV above the conduction edge. Then $\eta_{\rm on}=1.934$ and $F_{-1/2}=1.437$, so

$$C=\tfrac12(1.20/0.90)^{1/4}(1.437)=0.772,$$

$$E_g=0.476\ \text{eV}-2(0.02585\ \text{eV})\ln0.772=0.490\ \text{eV}.$$

A direct sum over the transverse modes, with a numerical search for the least current, gives the same gap to the printed digits. At this gap the on conductance is 28.3 mS and the least conductance is 2.83 µS, a ratio of $10^4$. The minimum lies 1.9 meV below midgap.

With the on-state Fermi level exactly at the band edge, the required gap is 0.534 eV. The value $C=1$ is reached with the Fermi level 0.078 eV above the edge. The figure of 0.48 eV therefore describes a channel driven about $3k_BT$ into its conduction band.

That drive needs charge. The electron density in one anisotropic parabolic band is

$$n=\frac{\sqrt{m_xm_n}\,k_BT}{\pi\hbar^2}\ln(1+e^{\eta_{\rm on}}),$$

where $m_x$ is the mass along the current. The logarithm results from integrating the Fermi function over a constant density of states. For the level at 0.05 eV, $n=9.5\times10^{12}$ cm$^{-2}$. If one gate supplies all this charge through an insulator of relative permittivity 16, the insulator field is $en/(16\,\varepsilon_0)=1.07$ MV/cm. The nonparabolic band used below for tunnelling would raise both the density and the field by about a tenth. For the stronger drive of 0.078 eV that gives $C=1$, the parabolic values are $1.4\times10^{13}$ cm$^{-2}$ and 1.6 MV/cm, or 1.8 MV/cm with the nonparabolic band. Both fields are below the rough breakdown scale of a few MV/cm for such oxides, the second with little margin.

### Temperature of use

For fixed $C$ the required gap is proportional to $T$. At 85 °C (358 K), proportional scaling of 0.490 eV would give 0.585 eV. The full result is 0.591 eV, with the on-state level held at 0.05 eV. The small excess arises because $\eta_{\rm on}$ falls as $T$ rises, which lowers $C$. A channel that keeps its 0.490 eV gap has a ratio of about 1900 at this temperature, so a gap chosen for 300 K misses the target in a warm circuit.

### Finite drain bias

Now let $v=eV/k_BT$ be arbitrary, but keep both off-state barriers much larger than $k_BT$. For electrons, $f_S-f_D\simeq e^{-(E-\mu_S)/k_BT}(1-e^{-v})$. Integrating over energy and summing over modes gives

$$I_n=\frac{2e}{h}k_BT\frac{W}{\lambda_n}e^{-(E_g/2-\mu_S)/k_BT}(1-e^{-v}).$$

For holes, write $f_S-f_D=(1-f_D)-(1-f_S)$. The larger term is now the one at the drain, and

$$I_p=\frac{2e}{h}k_BT\frac{W}{\lambda_p}e^{-(E_g/2+\mu_D)/k_BT}(1-e^{-v}).$$

Electrons enter from the source over the barrier $E_g/2-\mu_S$, and holes enter from the drain over $E_g/2+\mu_D$. The barriers add up to $E_g-eV$, not $E_g$. The product $I_nI_p$ is again independent of the gate, so the least current is $2\sqrt{I_nI_p}$. With $e^{v/2}(1-e^{-v})=2\sinh(v/2)$,

$$I_{\min}=\frac{2e}{h}k_BT\frac{W}{\sqrt{\lambda_n\lambda_p}}\,4\sinh\!\left(\frac v2\right)e^{-E_g/2k_BT}.$$

The on-current needs the sum over modes of $\int_{E_c(k)}^\infty f\,dE$. Its derivative with respect to $\mu$ is $\sum_kf[E_c(k)]=(W/\lambda_n)F_{-1/2}(\eta)$. Integrating back gives $k_BT(W/\lambda_n)F_{1/2}(\eta)$, where $F_{1/2}(\eta)=\int_{-\infty}^{\eta}F_{-1/2}(x)\,dx$. Subtracting the drain term and dividing by $I_{\min}$,

$$R=\left(\frac{m_n}{m_p}\right)^{1/4}\frac{F_{1/2}(\eta_{\rm on})-F_{1/2}(\eta_{\rm on}-v)}{4\sinh(v/2)}\,e^{E_g/2k_BT},$$

with $\eta_{\rm on}$ measured from the source Fermi level. For small $v$ the fraction tends to $F_{-1/2}(\eta_{\rm on})/2$, which restores the earlier result. For $v\gg1$ and $v-\eta_{\rm on}\gg1$, the on-current saturates while $4\sinh(v/2)\simeq2e^{v/2}$, so

$$E_g\simeq eV+2k_BT\ln\left[\frac{2R}{F_{1/2}(\eta_{\rm on})}\left(\frac{m_p}{m_n}\right)^{1/4}\right].$$

In this regime every additional volt of drain bias demands an additional electronvolt of gap. At 0.20 V the example needs 0.657 eV. If its gap stays at 0.490 eV, the ratio is about 400. These numbers assume a uniform channel potential; band bending near the drain would change them.

### Contact resistance

Let a constant resistance $R_c$ stand in series with the channel. The measured ratio becomes

$$R=\frac{1/G_{\min}+R_c}{1/G_{\rm on}+R_c}.$$

Solving for the ratio that the channel itself must supply gives

$$\frac{G_{\rm on}}{G_{\min}}=R(1+R_cG_{\rm on})-R_cG_{\rm on}\simeq R(1+R_cG_{\rm on}),$$

because $R\gg1$. The extra gap is therefore $2k_BT\ln(1+R_cG_{\rm on})$.

A rough typical total of 1 kΩ µm means 1000 Ω for this width, against a ballistic on resistance of 35 Ω. The contacts reduce the on-current by a factor of 29, and the required gap rises by $2(0.02585)\ln29.3=0.175$ eV, to 0.664 eV. Scattering that multiplies both channel conductances by the same factor below one would reduce this penalty, since $R_cG_{\rm on}$ would be smaller. The total on-current would still fall.

### Tunnelling and channel length

A short channel also leaks at energies inside the gap. In a two-band model the wavenumber $k_x$ along the current obeys $(E-E_c)(E-E_v)=(\hbar uk_x)^2$, where $u$ is a velocity. Near the conduction edge at $k=0$ this becomes $E-E_c\simeq\hbar^2u^2k_x^2/E_g$. Matching it to $\hbar^2k_x^2/2m_x$ fixes $u^2=E_g/2m_x$. In the gap $k_x=i\kappa$, so

$$\kappa=\frac{\sqrt{(E_c-E)(E-E_v)}}{\hbar u},\qquad \kappa_{\rm mid}=\frac{E_g}{2\hbar u}=\frac{\sqrt{m_xE_g/2}}{\hbar}.$$

For the 0.490 eV gap, $\kappa_{\rm mid}=0.694$ nm$^{-1}$. Estimate the transmission as $e^{-2\kappa L}$, which leaves out wave matching at the contacts. Leakage through the gap at $L=20$ nm is then 1.2% of the thermal leakage. Matching to abrupt, gapless contacts lowers this share by a factor of about ten, so the figure is only a rough guide.

In this estimate the leakage through the gap comes from energies just inside the band edges. At a depth $\delta$ below the conduction edge, $\kappa\simeq\sqrt{2m_x\delta}/\hbar$. The transmission is then $e^{-a\sqrt\delta}$ with $a=2L\sqrt{2m_x}/\hbar$, and its integral over $\delta$ is $2/a^2$. The mean depth weighted by this transmission is $6/a^2\simeq1$ meV, far less than $k_BT$, so the thermal weight can be taken as constant and equal to its value at the edge. The thermal current over the edge has the corresponding energy width $k_BT$. The ratio is

$$\frac{2}{a^2k_BT}=\frac{\hbar^2}{4m_xL^2k_BT}=\frac{E_g}{8\kappa_{\rm mid}^2L^2k_BT}\simeq0.012,$$

in agreement with the full integral. The valence edge gives the same ratio.

At shorter lengths direct tunnelling near midgap takes over. Its exponent $2\kappa_{\rm mid}L$ equals the thermal exponent $E_g/2k_BT$ at $L\simeq6.8$ nm; the full integral puts equal leakage at 6.6 nm. With abrupt, gapless contacts, wave matching moves this length to about 8 nm. At 10 nm the activation energy of the least conductance is still within a few percent of $E_g/2$ in both treatments; at 8 nm it has fallen to about 0.9 of that value without matching and to about half with it. Below roughly 8 to 9 nm, then, half-gap activation no longer describes the off-current of this channel.

### What the estimate says about real channels

The gap of black phosphorus falls from above 1 eV in the thinnest layers towards roughly 0.3 eV in the bulk, so it passes through the small-bias requirement at a thickness of several layers. Bilayer graphene in a strong perpendicular field has a gap of roughly 0.25 eV, for which the simple formula gives a ratio of about 130. Among the changes to the required gap computed here, those from the drain bias of 0.20 V and from the contact resistance are the largest: each raises the requirement by about 0.17 eV when taken alone. Their combined effect has not been calculated. Higher subbands, defects, contact barriers and imperfect gate control are also left out. The value of 0.48 eV is thus a guide for ambipolar channels at 300 K with small drain bias, good contacts, strong gate drive and a length that keeps tunnelling small. The numerical output below lists the values for each case.

## Numbers as computed

```
temperature: 300 K
thermal energy kT: 0.02585 eV
target on-off ratio: 10000
ln of target ratio: 9.2103
simple least gap, C = 1: 0.4762 eV
simple least gap: 0.01750 hartree
gap change for a factor 2 in C: 0.0358 eV
gap change per decade of ratio: 0.1191 eV
contrast gap: 0.25 eV
simple ratio at contrast gap: 126
light mass along current: 0.15 electron masses
transverse electron mass: 1.20 electron masses
transverse hole mass: 0.90 electron masses
channel width: 1.0 micrometre
channel length: 20 nm
on-state level above edge: 0.050 eV
eta in on state: 1.934
F_-1/2 in on state: 1.4366
prefactor C: 0.7719
least gap with prefactor, formula: 0.4896 eV
least gap, direct mode sum: 0.4896 eV
least gap if on level is at the edge: 0.5343 eV
on level that makes C = 1: 0.0781 eV
direct ratio at simple gap, that level: 9997
thermal modes W/lambda, electrons: 254.5
thermal modes W/lambda, holes: 220.4
on conductance: 28.32 mS
least conductance, direct: 2.833 microsiemens
least conductance, formula: 2.833 microsiemens
Fermi level at minimum, formula: -1.86 meV
activation energy from slope: 0.2448 eV
half of the gap: 0.2448 eV
hot temperature: 358.15 K
on-off ratio when hot, same gap: 1947
least gap when hot: 0.5906 eV
larger drain bias: 0.20 V
on-off ratio at that bias, same gap: 397
least gap at that bias: 0.6565 eV
total contact resistance: 1000 ohm micrometre
ballistic on resistance: 35.3 ohm
on-current loss factor from contacts: 29.3
on-off ratio with contacts, same gap: 342
least gap with contacts: 0.6643 eV
midgap decay constant: 0.6942 per nm
tunnel/thermal leakage at channel length: 1.219e-02
length where tunnel = thermal leakage: 6.62 nm
on-state electron density: 9.480e+12 per cm2
insulator relative permittivity: 16
insulator field in on state: 1.07 MV/cm
```
